Nuclear gradients of optimised natural orbital functionals without response equations

**1. One electron in a moving basis**

Put one electron in an orbital φ = Σ_μ c_μ χ_μ, with real coefficients and real basis functions χ_μ that are attached to the nuclei. Let H and S be the matrices of the one-electron Hamiltonian and of the overlap. The electronic energy and the normalisation condition are

E = cᵀHc, cᵀSc = 1.

Minimise E with a multiplier ε for the condition. Setting the derivative of cᵀHc − ε(cᵀSc − 1) to zero gives 2Hc − 2εSc = 0. Multiplying by cᵀ from the left shows that ε = E, so

Hc = E Sc.

Now move a nucleus along a coordinate X. The matrices change, and so do the optimal coefficients. A prime denotes the total derivative along the optimised solution, and a superscript X denotes the derivative of the integrals over basis functions at fixed coefficients. Since H is symmetric,

E′ = cᵀH^X c + 2c′ᵀHc = cᵀH^X c + 2E c′ᵀSc.

The unknown c′ appears in one number, c′ᵀSc. The normalisation condition holds at every geometry, so its derivative vanishes:

2c′ᵀSc + cᵀS^X c = 0.

Therefore

E′ = cᵀH^X c − E cᵀS^X c.

The coefficients do respond, but stationarity reduces their effect to the change of norm, and the norm is fixed by the constraint. With many orbitals and fractional occupations, the energy E in the last term is replaced by a matrix of multipliers.

**2. The functional and its conventions**

Consider a closed-shell system of N electrons with real, orthonormal natural orbitals

φ_p = Σ_μ C_μp χ_μ.

There are as many orbitals as basis functions, so C is square. Each orbital holds 2n_p electrons, with 0 ≤ n_p ≤ 1 and Σ_p n_p = N/2. The energy is

E = V_nn + 2Σ_p n_p h_pp + Σ_pq [A_pq J_pq − B_pq K_pq], (1)

with J_pq = (pp|qq) and K_pq = (pq|qp). In SI units the ingredients are

h = −(ħ²/2m_e)∇² − Σ_A Z_A e²/(4πε₀|r − R_A|),

(pq|rs) = ∫∫ φ_p(r)φ_q(r) [e²/(4πε₀|r − r′|)] φ_r(r′)φ_s(r′) d³r d³r′,

V_nn = Σ_{A<B} Z_A Z_B e²/(4πε₀|R_A − R_B|).

The symmetric matrices A and B define the functional. They depend on the occupations alone, with no explicit dependence on nuclear positions. Three choices are used below.

Hartree–Fock: A_pq = 2n_p n_q, B_pq = n_p n_q, with every n_p equal to 0 or 1.

Müller: A_pq = 2n_p n_q, B_pq = √(n_p n_q).

Exact singlet pair: A_pq = 0, B_pq = −c_p c_q, with n_p = c_p².

The last one follows from the two-electron spatial wavefunction Ψ = Σ_p c_p φ_p(r₁)φ_p(r₂). Its one-electron energy is 2Σ_p c_p² h_pp. Its repulsion energy is Σ_pq c_p c_q (pq|pq), and (pq|pq) = K_pq for real orbitals. With the signs of the c_p held fixed, this is a functional of the form (1).

The solution is assumed to be stationary in all orbital rotations and in all allowed occupation changes, and C and n are assumed to be differentiable functions of X. The claim is then

dE/dX = V_nn^X + 2Σ_p n_p h_pp^X + Σ_pq [A_pq J_pq^X − B_pq K_pq^X] − Σ_pq Λ_pq S_pq^X. (2)

Here S_pq^X = Σ_μν C_μp C_νq ∂S_μν/∂X, and the other superscripts are read in the same way. The matrix Λ is found next.

**3. What optimal orbitals satisfy**

Define the Coulomb and exchange matrices of orbital q in the basis:

(J^q)_μν = (μν|qq), (K^q)_μν = (μq|qν).

Then J_pq = C_pᵀJ^q C_p and K_pq = C_pᵀK^q C_p, where C_p is column p of C.

Change C_p by δC_p. The one-electron energy changes by 4n_p δC_pᵀhC_p: a factor 2 is already in (1), and another comes from the two places where C_p stands. In the Coulomb sum, orbital p enters through the first index and through the second. The first contributes 2Σ_q A_pq δC_pᵀJ^q C_p. The second contributes the same amount, because A and J are symmetric. The exchange sum behaves alike. Hence

∂E/∂C_μp = 2Y_μp, Y_p = 2[n_p h + Σ_q (A_pq J^q − B_pq K^q)]C_p. (3)

Define Λ = CᵀY, which written out is

Λ_rp = 2[n_p h_rp + Σ_q A_pq (rp|qq) − Σ_q B_pq (rq|qp)]. (4)

The orbitals cannot be varied freely, since CᵀSC = 1. Write a variation at fixed geometry as δC = Cκ. To first order the constraint requires κᵀ + κ = 0, so κ is antisymmetric: it describes rotations among orbitals. The energy change is

δE = 2Σ_μp Y_μp δC_μp = 2Σ_rp Λ_rp κ_rp = 2Σ_{r<p} (Λ_rp − Λ_pr)κ_rp.

Each κ_rp with r < p is independent, so δE vanishes for all rotations if and only if

Λ = Λᵀ. (5)

To see that Λ is also the matrix of Lagrange multipliers, note that CᵀSC = 1 with square C gives C⁻¹ = CᵀS. Then CCᵀS = 1, whose transpose is SCCᵀ = 1, and therefore Y = SCCᵀY = SCΛ. This is the stationarity condition of E − Tr Λ(CᵀSC − 1), whose derivative with respect to C is 2Y − 2SCΛ when Λ is symmetric.

In Hartree–Fock theory every occupied column of (4) contains the same operator, F = h + Σ_q n_q(2J^q − K^q), and every empty column vanishes. Rotations among the occupied orbitals leave the energy unchanged, so one may choose orbitals that diagonalise F. Then Λ_pp = 2ε_p for occupied p, where ε_p is an orbital energy.

With fractional occupations each column generally has its own operator. Condition (5) makes Λ_rp and Λ_pr equal, not zero. Nor can Λ in general be diagonalised by a free rotation, because mixing orbitals with different occupations changes the density matrix. The whole matrix must therefore be kept in (2).

**4. What optimal occupations satisfy**

Let g_p = ∂E/∂n_p. Transfer a small amount δ from n_p to n_q. The sum of occupations is kept, and the energy changes by δ(g_q − g_p). If both occupations are fractional, δ may have either sign, so stationarity requires g_p = g_q. All fractional occupations therefore share one value,

g_p = 2μ. (6)

The factor 2 appears because N = 2Σ_p n_p, which makes μ an energy per electron.

At a minimum, an occupation at a bound may have a different slope. If n_p = 1, it can only decrease, so only g_p ≤ 2μ is required. If n_p = 0, only g_p ≥ 2μ is required. Assume that such an occupation stays at its bound under a small displacement, so that n_p′ = 0.

For the Müller functional, differentiating (1) gives

g_p = 2h_pp + 4Σ_q n_q J_pq − Σ_q √(n_q/n_p) K_pq.

In the last sum, the factor 1/2 from the square root is cancelled by the two places in which n_p enters. The integral K_pq is the electrostatic self-repulsion of the charge distribution φ_pφ_q, and it is positive unless that product vanishes. As n_p → 0, the slope thus tends to −∞ whenever φ_p overlaps in space with an occupied orbital. Such an orbital cannot be empty at the Müller minimum.

**5. The responses drop out**

The energy depends on X through the integrals, the coefficients and the occupations. The chain rule with (3) gives

dE/dX = E^X + 2Σ_μp Y_μp C′_μp + Σ_p g_p n_p′. (7)

Here E^X is the sum of all terms in (2) except the last. The dependence of A and B on X through n is contained in g_p.

Take the orbital response first. Since C is invertible, write C′ = CU. The second term of (7) becomes

2Σ_μp Y_μp C′_μp = 2Σ_rp Λ_rp U_rp.

Differentiating CᵀSC = 1 along the solution gives C′ᵀSC + CᵀSC′ + CᵀS^X C = 0. Inserting C′ = CU and using CᵀSC = 1 turns this into

U_rp + U_pr = −S_rp^X. (8)

The symmetric part of U is thus known from overlap derivatives alone. The antisymmetric part is the rotation of the orbitals, and overlap derivatives do not determine it. Because Λ is symmetric, interchanging r and p in half of the sum gives

2Σ_rp Λ_rp U_rp = Σ_rp Λ_rp (U_rp + U_pr) = −Σ_rp Λ_rp S_rp^X. (9)

The rotation has disappeared, and the overlap term of (2) is what remains. Its minus sign comes from (8): when basis functions move so that the norm would grow, the coefficients must shrink to compensate.

Now take the occupation response. Occupations that stay at a bound contribute nothing. The others share g_p = 2μ, so

Σ_p g_p n_p′ = 2μ Σ_p n_p′ = 0, (10)

because Σ_p n_p = N/2 does not change. If all occupations stay at bounds, every n_p′ vanishes and no common slope is needed. Inserting (9) and (10) in (7) gives (2).

**6. The form used in a calculation**

Collect the coefficients into three arrays:

D_μν = 2Σ_p n_p C_μp C_νp, W = CΛCᵀ,

Γ_μνλσ = Σ_pq [A_pq C_μp C_νp C_λq C_σq − B_pq C_μp C_νq C_λq C_σp].

Equation (2) then reads

dE/dX = V_nn^X + Σ_μν D_μν h_μν^X + Σ_μνλσ Γ_μνλσ (μν|λσ)^X − Σ_μν W_μν S_μν^X. (11)

The arrays D, Γ and W are the same for every nuclear coordinate; only the derivative integrals and V_nn^X change.

A basis function centred on nucleus A depends on r − R_A, so its derivative with respect to X_A is −∂χ/∂x. Each function in an integral that sits on A contributes such a term. In h^X the attraction operator also moves, which adds the matrix elements of

∂h/∂X_A = −Z_A e²(x − X_A)/(4πε₀|r − R_A|³).

If the basis functions do not move at all, S^X and the derivatives of the repulsion integrals vanish, and (11) reduces to

dE/dX_A = ∂V_nn/∂X_A + Σ_μν D_μν ⟨χ_μ|∂h/∂X_A|χ_ν⟩.

This is the Hellmann–Feynman form: the classical electrostatic force on the nucleus, with reversed sign. The remaining terms of (11) exist because the basis follows the nuclei.

**7. When the formula fails**

Suppose that the energy is not stationary under orbital rotations. Then Λ has an antisymmetric part. Split both Λ and U into symmetric and antisymmetric parts; the mixed products sum to zero. The symmetric parts give the overlap term as before. What remains is

Δ = 2Σ_{r<p} (Λ_rp − Λ_pr) U^a_rp, U^a_rp = (U_rp − U_pr)/2. (12)

This must be added to (2), and it requires the orbital response. It is of first order in the residual Λ − Λᵀ. Near a regular stationary point, the energy error is of second order in the orbital error. A gradient therefore needs tighter convergence than the energy alone would suggest.

Occupations that vary with geometry without satisfying (6) leave the term Σ_p g_p n_p′. Occupations held at prescribed constants leave nothing, since then n_p′ = 0.

If A or B contained explicit functions of nuclear positions, their partial derivatives would have to be added. At a geometry where the lowest solution switches from one branch to another, the energy can have a kink; formula (2) then gives the slope of the branch on which it is evaluated.

The result concerns first derivatives. Expression (2) contains C, n and Λ, and differentiating it again brings in C′ and n′, for which no general cancellation has been shown.

**8. A worked example: H₃⁺ with the Müller functional**

Place three protons at (0, 0), (95, 0) and (25, 105) pm in the xy plane, and use the 6-31G basis, which has six functions here. No two sides of the triangle are equal, so no rotation or reflection of the molecule onto itself makes in-plane gradient components equal or zero. Invariance of the energy under translating or rotating the whole molecule still imposes three linear relations on the six components. With two electrons, Σ_p n_p = 1, and the upper bound n_p ≤ 1 is satisfied automatically.

The minimisation uses the matrix square root of the density matrix as its variable. It does not use Λ, so the symmetry of Λ at the minimum is a real test of (5). The optimised occupations are

0.9507, 0.0316, 0.0157, 0.0012, 0.0004, 0.0004.

None is zero, as the slope argument of part 4 requires. All six have the slope 2μ = −6.925 aJ, with a spread of about 10⁻¹¹ aJ. The asymmetry of Λ is about 10⁻¹² aJ, while its largest off-diagonal element is 0.039 aJ: the matrix is symmetric but not diagonal.

For the third proton and the y direction, the four parts of the gradient are

one-electron: 82.367 nN
two-electron: −20.604 nN
overlap: −26.002 nN
nuclear repulsion: −31.319 nN

Their sum is

82.367 − 20.604 − 26.002 − 31.319 = 4.442 nN.

Since 1 hartree/bohr = 82.387 nN, this is 4.442/82.387 = 0.0539 hartree/bohr. The energy rises with y, so the force on this proton points towards the other two.

The reference value comes from energies minimised anew at displacements of ±s and ±2s, with s = 0.5 pm:

dE/dX ≈ [E(−2s) − 8E(−s) + 8E(s) − E(2s)]/(12s).

To find its error, expand the differences:

E(s) − E(−s) = 2sE′ + s³E‴/3 + s⁵E⁗′/60 + …

E(2s) − E(−2s) = 4sE′ + 8s³E‴/3 + 32s⁵E⁗′/60 + …

Here E⁗′ is the fifth derivative. Eight times the first line minus the second removes the cubic term and leaves 12sE′ − (2/5)s⁵E⁗′. After division by 12s, the leading error is −s⁴E⁗′/30.

The differences also give 4.442 nN. Over all six in-plane components, the largest disagreement is 8 × 10⁻⁸ nN, about 2 × 10⁻⁸ of the largest component.

The y components for the three protons are −2.233, −2.209 and 4.442 nN, and they sum to zero. This is required because moving all nuclei together carries the basis along and changes no integral.

**9. The responses seen directly**

Differencing the optimised orbitals themselves gives the second term of (7). Its value is −26.002 nN, equal to the overlap term, as (9) states. The orbital response is larger than the whole gradient component, yet no response equation was needed to include it.

The occupations respond as well. When the third proton moves along y, their derivatives are

−0.842, 0.710, 0.122, 0.001, 0.005, 0.004 nm⁻¹.

Moving the proton away thus transfers occupation from the first orbital to the others. The first orbital alone contributes, with 1 aJ/nm = 1 nN,

g₁n₁′ = (−6.925 aJ)(−0.842 nm⁻¹) = 5.83 nN.

The other five contribute −5.83 nN together, because they have the same slope and their derivatives sum to +0.842 nm⁻¹ within rounding. The computed total is about 10⁻¹¹ nN in magnitude.

**10. What each condition is worth**

Three deliberate changes show what the conditions do in this example. Each error below is the largest over the six in-plane components, measured against finite differences of the corresponding energy.

Without the overlap term, the error is 27.0 nN. The component treated above would become 4.442 + 26.002 = 30.444 nN.

With the diagonal of Λ alone, the error is 0.43 nN. This is about a tenth of the largest gradient component, although the off-diagonal elements are small beside Λ₁₁ = −9.216 aJ.

With Hartree–Fock orbitals and only the occupations optimised for the Müller functional, the error is 0.55 nN. The largest asymmetry of Λ is then 0.079 aJ. The optimised occupations still satisfy (6), so the occupation response vanishes and, by part 7, the missing contribution is (12); the program measures the total error and does not evaluate (12) separately.

The exact pair functional passes the same finite-difference test, against the lowest eigenvalue of the two-electron Hamiltonian in this basis. For the third proton along y it gives 5.412 nN. The Müller value is 18 % smaller, and the Müller energy, −5.602 aJ, lies below the exact energy in this basis, −5.532 aJ. These numbers belong to the small 6-31G basis and are not converged: in cc-pVTZ the Müller and exact gradients are 4.26 and 5.45 nN (22 % apart), the energies are −5.84 and −5.71 aJ, and the largest Müller occupation falls from 0.951 to 0.936. A correct gradient is the slope of the chosen functional; it does not repair the functional.

Hartree–Fock LiH at 170 pm tests the case with all occupations at bounds. In the 6-31G basis the slopes g_p = 2ε_p of the two filled canonical orbitals are −21.46 and −2.57 aJ, so they share no common value. (A rotation between the two filled orbitals changes these slopes without changing the energy.) Formula and finite differences nevertheless agree on 0.5588 nN for the hydrogen nucleus along the bond, because n_p′ = 0 for every orbital. This value too is far from the basis limit: it rises to 0.84 nN in cc-pVTZ and 0.86 nN in cc-pVQZ. The numerical check accompanying these notes carries out the comparisons in the 6-31G basis.

Computed values

```
H3+, 6-31G, basis functions: 6
H1 position x, y: 0.0, 0.0 pm
H2 position x, y: 95.0, 0.0 pm
H3 position x, y: 25.0, 105.0 pm
finite-difference step: 0.5 pm
1 hartree/bohr = 82.3872 nN
Mueller energy: -5.602415 aJ
exact two-electron energy in basis: -5.532423 aJ
Mueller energy, Hartree-Fock orbitals: -5.533743 aJ
Mueller occupations n_p: 0.950675 0.031601 0.015675 0.001186 0.000442 0.000420
common dE/dn = 2 mu: -6.924872 aJ
spread of dE/dn: 1.4e-11 aJ
Lambda_pp: -9.21641 -0.43587 -0.24612 -0.02216 -0.00820 -0.00793 aJ
largest off-diagonal |Lambda_pq|: 0.03888 aJ
largest |Lambda_pq - Lambda_qp|: 9.2e-13 aJ
Mueller dE/dX: formula, finite difference (nN)
  H1 x: -1.746368, -1.746368
  H1 y: -2.232552, -2.232552
  H2 x: 2.687776, 2.687776
  H2 y: -2.209453, -2.209453
  H3 x: -0.941408, -0.941408
  H3 y: 4.442005, 4.442005
exact pair dE/dX: formula, finite difference (nN)
  H1 x: -2.187669, -2.187669
  H1 y: -2.709450, -2.709450
  H2 x: 3.344415, 3.344416
  H2 y: -2.702781, -2.702781
  H3 x: -1.156747, -1.156747
  H3 y: 5.412230, 5.412231
largest difference, Mueller: 8.1e-08 nN
largest difference, exact pair: 8.0e-08 nN
Mueller gradient, H3 y, term by term:
  one-electron: 82.367119 nN
  two-electron: -20.604241 nN
  overlap: -26.002125 nN
  nuclear repulsion: -31.318747 nN
  total: 4.442005 nN = 0.05391618 hartree/bohr
orbital response, H3 y: -26.002125 nN
occupation response, H3 y: -1.4e-11 nN
dn_p/dy of H3: -0.8419 0.7101 0.1219 0.0006 0.0052 0.0042 1/nm
largest error without overlap term: 26.9649 nN
largest error with diagonal Lambda: 0.4292 nN
largest error, Hartree-Fock orbitals: 0.5471 nN
their largest |Lambda_pq - Lambda_qp|: 0.07924 aJ
LiH Hartree-Fock, 6-31G, bond length: 170.0 pm
LiH dE/dn of the filled orbitals: -21.45875 -2.57072 aJ
LiH dE/dz of H: formula 0.558828, finite difference 0.558828 nN
```
